# A failing check and its repair

Subject: Gamma-Point Supercells and Commensurate k Meshes in a Gaussian Basis.

```python
"""
Result under test: a Gamma-point Hartree-Fock calculation on a supercell of N
primitive cells equals the primitive-cell calculation on the commensurate mesh
of N k points, provided the density has primitive translation symmetry.
Rydberg units: kinetic operator -d2/dx2, energies in Ry, lengths in bohr.
S, h, F, P: overlap, one-electron, Fock, one-spin density matrices.
U: unitary Fourier matrix exp(ikR)/sqrt(N) acting on the cell index.
The supercell side uses real-space quadrature on the whole ring; the k side
uses analytic lattice sums and Fourier-space interactions in one primitive cell.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
POINTS = 32          # grid points per primitive cell
WIDTH = 1.0          # width of wells and of the repulsion, bohr
REPULSION = 1.0      # height of the electron repulsion, Ry
W_ZERO = REPULSION * WIDTH * np.sqrt(2 * np.pi)   # its integral, Ry bohr


def bell(x):
    return np.exp(-x**2 / (2 * WIDTH**2))


def gaussian(x, c):
    return (2 * c / np.pi)**0.25 * np.exp(-c * x**2)


def supercell_setup(cell, N, sign=1.0, keep_zero=True):
    """Real-space integrals; sign=-1 gives antiperiodic basis functions."""
    a, pos, exps, depth = cell
    L, dx = N * a, a / POINTS
    x = np.arange(N * POINTS) * dx
    t = np.arange(-12, 13)
    phase = sign**np.abs(t)
    X, dX, v = [], [], np.zeros_like(x)
    for R in range(N):
        for p, c, D in zip(pos, exps, depth):
            d = x[:, None] - p - R * a - t * L
            g = gaussian(d, c)
            X.append(g @ phase)
            dX.append((-2 * c * d * g) @ phase)
            v -= D * bell(d).sum(axis=1)
    X, dX = np.array(X).T, np.array(dX).T
    diff = x[:, None] - x[None, :]
    W = REPULSION * sum(bell(diff - n * L) for n in t)
    if not keep_zero:
        W = W - W_ZERO / L
    S = dx * X.T @ X
    h = dx * (dX.T @ dX + X.T @ (v[:, None] * X))
    return dict(S=S, h=h, X=X, W=W, dx=dx)


def supercell_fock(I, Pa, Pb):
    X, W, dx = I["X"], I["W"], I["dx"]
    ga, gb = X @ Pa @ X.T, X @ Pb @ X.T
    vJ = dx * W @ (np.diag(ga) + np.diag(gb))
    base = I["h"] + dx * X.T @ (vJ[:, None] * X)
    return [base - dx**2 * X.T @ (g * W) @ X for g in (ga, gb)]


def supercell_scf(I, nocc, Pa=None, Pb=None):
    zero = np.zeros_like(I["S"])
    P = [zero if Pa is None else Pa, zero if Pb is None else Pb]
    for _ in range(600):
        F = supercell_fock(I, *P)
        new, levels = [], []
        for f in F:
            e, C = eigh(f, I["S"])
            new.append(C[:, :nocc] @ C[:, :nocc].T)
            levels.append(e)
        error = max(np.abs(n - p).max() for n, p in zip(new, P))
        if error < 1e-10:
            E = 0.5 * sum(np.trace(p @ (I["h"] + f)) for p, f in zip(P, F))
            return E, F, levels, P
        P = [0.5 * (n + p) for n, p in zip(new, P)]
    raise AssertionError("supercell iteration did not converge")


def mesh_setup(cell, N, shift=0.0, keep_zero=True):
    """Primitive-cell integrals at k = 2 pi (m + shift) / (N a)."""
    a, pos, exps, depth = cell
    pos, exps = np.array(pos), np.array(exps)
    dx = a / POINTS
    x = np.arange(POINTS) * dx
    k = 2 * np.pi * (np.arange(N) + shift) / (N * a)
    R = np.arange(-12, 13) * a
    phase = np.exp(1j * np.outer(k, R))
    d = x[None, None, :] - pos[:, None, None] - R[None, :, None]
    b = np.einsum("kr,mrx->kmx", phase, gaussian(d, exps[:, None, None]))
    v = -np.einsum("m,mrx->x", np.array(depth), bell(d))
    # analytic overlap and kinetic integrals between Gaussians of two cells
    c1, c2 = exps[:, None, None], exps[None, :, None]
    dist = pos[None, :, None] + R - pos[:, None, None]
    red = c1 * c2 / (c1 + c2)
    s = ((4 * c1 * c2 / np.pi**2)**0.25 * np.sqrt(np.pi / (c1 + c2))
         * np.exp(-red * dist**2))
    kin = (2 * red - 4 * red**2 * dist**2) * s
    S = np.einsum("kr,mnr->kmn", phase, s)
    h = np.einsum("kr,mnr->kmn", phase, kin)
    h = h + dx * np.einsum("kmx,x,knx->kmn", b.conj(), v, b)
    G = 2 * np.pi * np.fft.fftfreq(POINTS, dx)

    def w_hat(Q):
        w = W_ZERO * np.exp(-WIDTH**2 * Q**2 / 2)
        return w if keep_zero else np.where(np.abs(Q) < 1e-9, 0.0, w)

    n = len(pos)
    exch = np.zeros((N, N, n, n, n, n), complex)
    for i in range(N):
        for j in range(N):
            q = k[i] - k[j]
            wave = np.exp(1j * q * x)
            pair = b[j].conj()[:, None] * b[i][None] * wave.conj()
            pot = np.fft.ifft(np.fft.fft(pair) * w_hat(q + G)) * wave
            exch[i, j] = dx * np.einsum("mx,lx,snx->mlsn",
                                        b[i].conj(), b[j], pot)
    return dict(S=S, h=h, b=b, dx=dx, exch=exch, wG=w_hat(G), k=k, N=N)


def mesh_fock(I, P):
    b, N = I["b"], I["N"]
    dens = 2 * np.einsum("kmn,kmx,knx->x", P, b, b.conj()).real / N
    vJ = np.fft.ifft(np.fft.fft(dens) * I["wG"]).real
    J = I["dx"] * np.einsum("kmx,x,knx->kmn", b.conj(), vJ, b)
    K = np.einsum("jls,ijmlsn->imn", P, I["exch"]) / N
    return I["h"] + J - K


def mesh_scf(I, nocc):
    """Restricted solution; nocc orbitals filled over the whole mesh."""
    P = np.zeros_like(I["S"])
    for _ in range(600):
        F = mesh_fock(I, P)
        solved = [eigh(f, s) for f, s in zip(F, I["S"])]
        e = np.array([r[0] for r in solved])
        flat = np.sort(e.ravel())
        middle = 0.5 * (flat[nocc - 1] + flat[nocc])
        new = np.array([C[:, en < middle] @ C[:, en < middle].conj().T
                        for en, C in solved])
        if np.abs(new - P).max() < 1e-10:
            gap = flat[nocc] - flat[nocc - 1]
            assert gap > 1e-5
            E = np.einsum("kmn,knm->", P, I["h"] + F).real / I["N"]
            return E, F, e, gap
        P = 0.5 * (new + P)
    raise AssertionError("mesh iteration did not converge")


def fourier_blocks(A, N):
    """Diagonal blocks of U^dagger A U and the largest element outside them."""
    n = len(A) // N
    m = np.arange(N)
    U = np.kron(np.exp(2j * np.pi * np.outer(m, m) / N) / np.sqrt(N), np.eye(n))
    B = (U.conj().T @ A @ U).reshape(N, n, N, n)
    blocks = np.array([B[i, :, i, :] for i in range(N)])
    outside = B.copy()
    for i in range(N):
        outside[i, :, i, :] = 0
    return blocks, np.abs(outside).max()


def skew_lattice_test():
    """Overlap spectrum of a 2x3x2 supercell against 12 k points in 3D."""
    A = np.array([[4.0, 0, 0], [1.0, 4.0, 0], [0.5, 1.0, 5.0]])
    B = 2 * np.pi * np.linalg.inv(A).T
    mesh = np.array([2, 3, 2])
    pos = np.array([[0, 0, 0], [1.0, 1.5, 0.5]])
    c = np.array([0.6, 0.9])

    def overlap(i, j, shifts):
        d2 = ((pos[j] - pos[i] + shifts)**2).sum(axis=-1)
        pre = (2 * np.sqrt(c[i] * c[j]) / (c[i] + c[j]))**1.5
        return pre * np.exp(-c[i] * c[j] / (c[i] + c[j]) * d2)

    cells = np.array(list(itertools.product(*[range(m) for m in mesh])))
    T = np.array(list(itertools.product(range(-4, 5), repeat=3))) * mesh
    R = np.array(list(itertools.product(range(-8, 9), repeat=3))) @ A
    big = np.zeros((len(cells), 2, len(cells), 2))
    for p, q in itertools.product(range(len(cells)), repeat=2):
        shifts = (cells[q] - cells[p] + T) @ A
        for i, j in itertools.product(range(2), repeat=2):
            big[p, i, q, j] = overlap(i, j, shifts).sum()
    folded = np.linalg.eigvalsh(big.reshape(2 * len(cells), -1))
    table = np.array([[overlap(i, j, R) for j in range(2)] for i in range(2)])
    spectrum = []
    for m in cells:
        phase = np.exp(1j * R @ ((m / mesh) @ B))
        spectrum.extend(np.linalg.eigvalsh(table @ phase))
    return np.abs(folded - np.sort(spectrum)).max(), folded[0], folded[-1]


# ---- two-function insulating chain -------------------------------------
N = 6
cell = (4.0, [0.0, 1.6], [0.9, 0.5], [3.0, 2.0])
big, mesh = supercell_setup(cell, N), mesh_setup(cell, N)
S_blocks, S_out = fourier_blocks(big["S"], N)
h_blocks, h_out = fourier_blocks(big["h"], N)
S_err = np.abs(S_blocks - mesh["S"]).max()
h_err = np.abs(h_blocks - mesh["h"]).max()
assert max(S_out, h_out, S_err, h_err) < 1e-10

# Fock map for an arbitrary density, with and without translation symmetry
rng = np.random.default_rng(3)
rough = rng.normal(size=(2 * N, 2 * N)) * 0.2
rough = rough + rough.T
even = np.mean([np.roll(rough, (2 * s, 2 * s), (0, 1)) for s in range(N)], axis=0)
Pk, P_out = fourier_blocks(even, N)
F_map, map_out = fourier_blocks(supercell_fock(big, even, even)[0], N)
Fk_map = mesh_fock(mesh, Pk)
map_err = np.abs(F_map - Fk_map).max()
rough_out = fourier_blocks(supercell_fock(big, rough, rough)[0], N)[1]
assert max(P_out, map_out, map_err) < 1e-9
assert rough_out > 1e-3

# removal of the zero-wavevector interaction on both sides
big0 = supercell_setup(cell, N, keep_zero=False)
mesh0 = mesh_setup(cell, N, keep_zero=False)
Fk0 = mesh_fock(mesh0, Pk)
F0 = fourier_blocks(supercell_fock(big0, even, even)[0], N)[0]
zero_err = np.abs(F0 - Fk0).max()
mean_density = 2 * np.einsum("kmn,knm->", Pk, mesh["S"]).real / (N * cell[0])
SPS = mesh["S"] @ Pk @ mesh["S"]
shift_formula = W_ZERO * (mean_density * mesh["S"] - SPS / (N * cell[0]))
formula_err = np.abs(Fk_map - Fk0 - shift_formula).max()
assert max(zero_err, formula_err) < 1e-9

# self-consistent solutions
E_big, F_big, e_big, _ = supercell_scf(big, N)
E_mesh, F_mesh, e_mesh, gap = mesh_scf(mesh, N)
F_blocks, F_out = fourier_blocks(F_big[0], N)
F_err = np.abs(F_blocks - F_mesh).max()
e_err = np.abs(e_big[0] - np.sort(e_mesh.ravel())).max()
E_err = abs(E_big / N - E_mesh)
assert max(F_out, F_err, e_err, E_err) < 1e-7

# other meshes
E_one = mesh_scf(mesh_setup(cell, 1), 1)[0]
E_shift = mesh_scf(mesh_setup(cell, N, shift=0.5), N)[0]
E_anti = supercell_scf(supercell_setup(cell, N, sign=-1.0), N)[0] / N
assert abs(E_shift - E_anti) < 1e-7
assert abs(E_shift - E_mesh) > 1e-6

# ---- half-filled chain: broken translation symmetry --------------------
chain = (4.0, [0.0], [0.5], [3.0])
ring = supercell_setup(chain, N)
E_ring = supercell_scf(ring, N // 2)[0] / N
E_chain = mesh_scf(mesh_setup(chain, N), N // 2)[0]
up = np.diag([1.0, 0.0] * (N // 2))
E_sdw, F_sdw, _, P_sdw = supercell_scf(ring, N // 2, up, np.eye(N) - up)
E_sdw /= N
spin = np.diag((P_sdw[0] - P_sdw[1]) @ ring["S"])
sdw_out = fourier_blocks(F_sdw[0], N)[1]
two_cell = np.abs(np.roll(P_sdw[0], (2, 2), (0, 1)) - P_sdw[0]).max()
assert abs(E_ring - E_chain) < 1e-7
assert E_sdw < E_ring - 1e-3 and sdw_out > 1e-3 and two_cell < 1e-7

err3d, low3d, high3d = skew_lattice_test()
assert err3d < 1e-10 and low3d > 0

print(f"Lattice constant {cell[0]:.1f} bohr, cells N = {N}, electrons per cell 2")
print(f"Gaussian centres {cell[1]} bohr, exponents {cell[2]} bohr^-2")
print(f"Well depths {cell[3]} Ry, repulsion height {REPULSION:.1f} Ry")
print(f"Width of wells and repulsion {WIDTH:.1f} bohr")
print("Real-space overlap blocks s(D), rows separated by |:")
for D in range(N):
    s = big["S"][:2, 2 * D:2 * D + 2]
    print(f"  D={D} a: {s[0,0]:9.6f} {s[0,1]:9.6f} | {s[1,0]:9.6f} {s[1,1]:9.6f}")
print("Mesh: m, k (1/bohr), S11, S22, Re S12, Im S12, two levels (Ry)")
for m in range(N):
    s, e = mesh["S"][m], e_mesh[m]
    print(f"  {m} {mesh['k'][m]:.6f} {s[0,0].real:.6f} {s[1,1].real:.6f}"
          f" {s[0,1].real:9.6f} {s[0,1].imag:9.6f} {e[0]:10.6f} {e[1]:10.6f}")
print("Supercell levels (Ry), lower six then upper six:")
print("  " + " ".join(f"{e:.6f}" for e in e_big[0][:N]))
print("  " + " ".join(f"{e:.6f}" for e in e_big[0][N:]))
print(f"Gap between filled and empty mesh levels: {gap:.6f} Ry")
print(f"Supercell energy: {E_big:.8f} Ry")
print(f"Supercell energy / N: {E_big / N:.8f} Ry")
print(f"Mesh energy per cell: {E_mesh:.8f} Ry = {E_mesh * RY_EV:.6f} eV")
print(f"Energy disagreement per cell: {E_err:.1e} Ry")
print(f"Largest level disagreement: {e_err:.1e} Ry")
print(f"Overlap: outside blocks {S_out:.1e}, block error {S_err:.1e}")
print(f"SCF Fock: outside blocks {F_out:.1e} Ry, block error {F_err:.1e} Ry")
print(f"Arbitrary invariant density: Fock block error {map_err:.1e} Ry")
print(f"Non-invariant density: Fock outside blocks {rough_out:.4f} Ry")
print(f"Zero component removed: Fock block error {zero_err:.1e} Ry")
print(f"Zero-component shift formula error: {formula_err:.1e} Ry")
print(f"One k point (Gamma) energy per cell: {E_one:.8f} Ry")
print(f"Half-shifted mesh energy per cell: {E_shift:.8f} Ry")
print(f"Antiperiodic supercell energy / N: {E_anti:.8f} Ry")
print(f"Half-filled chain: exponent {chain[2][0]} bohr^-2, depth {chain[3][0]} Ry")
print(f"  restricted supercell energy / N: {E_ring:.8f} Ry")
print(f"  restricted mesh energy per cell: {E_chain:.8f} Ry")
print(f"  spin-density-wave energy / N: {E_sdw:.8f} Ry")
print(f"  energy lowering per cell: {E_ring - E_sdw:.6f} Ry")
print("  site spin populations (up minus down): "
      + " ".join(f"{z:.4f}" for z in spin))
print(f"  spin-up Fock outside k blocks: {sdw_out:.4f} Ry")
print(f"3D skew lattice, 2x3x2 cells: overlap spectrum error {err3d:.1e}")
print(f"  smallest and largest overlap eigenvalue: {low3d:.6f} {high3d:.6f}")
print("PASS")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 249, in <module>
    E_ring = supercell_scf(ring, N // 2)[0] / N
             ^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 79, in supercell_scf
    raise AssertionError("supercell iteration did not converge")
AssertionError: supercell iteration did not converge
```

Likely cause: The half-filled supercell run failed because of the iteration, not because of the equality being tested: this chain has a small gap and a strong repulsion, so by a hand estimate the half-and-half density update more than doubles a rounding-sized alternating charge error at each step, with reversed sign, and never settles. For that run only, the supercell density is now averaged over primitive translations at each step, which selects the invariant solution that the theorem concerns. Because averaging imposes the symmetry, a new test requires the result to reproduce itself in one ordinary step without averaging, and another measures the charge and spin growth factors to check this diagnosis. No existing tolerance or model parameter changes, and the two-function chain and the spin-density wave still run without averaging.

Repair:

```diff
@@ -62,14 +62,29 @@
 
 
-def supercell_scf(I, nocc, Pa=None, Pb=None):
+def supercell_step(I, nocc, P):
+    """Fock matrices of P, then the densities and levels they produce."""
+    F = supercell_fock(I, *P)
+    new, levels = [], []
+    for f in F:
+        e, C = eigh(f, I["S"])
+        new.append(C[:, :nocc] @ C[:, :nocc].T)
+        levels.append(e)
+    return new, F, levels
+
+
+def translation_average(P, n):
+    """Average over all primitive translations; n functions per cell."""
+    return np.mean([np.roll(P, (s, s), (0, 1)) for s in range(0, len(P), n)],
+                   axis=0)
+
+
+def supercell_scf(I, nocc, Pa=None, Pb=None, average=None):
+    """average=n keeps the density invariant, with n functions per cell."""
     zero = np.zeros_like(I["S"])
     P = [zero if Pa is None else Pa, zero if Pb is None else Pb]
     for _ in range(600):
-        F = supercell_fock(I, *P)
-        new, levels = [], []
-        for f in F:
-            e, C = eigh(f, I["S"])
-            new.append(C[:, :nocc] @ C[:, :nocc].T)
-            levels.append(e)
+        new, F, levels = supercell_step(I, nocc, P)
+        if average is not None:
+            new = [translation_average(p, average) for p in new]
         error = max(np.abs(n - p).max() for n, p in zip(new, P))
         if error < 1e-10:
@@ -207,5 +222,5 @@
 rough = rng.normal(size=(2 * N, 2 * N)) * 0.2
 rough = rough + rough.T
-even = np.mean([np.roll(rough, (2 * s, 2 * s), (0, 1)) for s in range(N)], axis=0)
+even = translation_average(rough, 2)
 Pk, P_out = fourier_blocks(even, N)
 F_map, map_out = fourier_blocks(supercell_fock(big, even, even)[0], N)
@@ -228,5 +243,5 @@
 assert max(zero_err, formula_err) < 1e-9
 
-# self-consistent solutions
+# self-consistent solutions, no symmetry imposed on the supercell
 E_big, F_big, e_big, _ = supercell_scf(big, N)
 E_mesh, F_mesh, e_mesh, gap = mesh_scf(mesh, N)
@@ -247,6 +262,25 @@
 chain = (4.0, [0.0], [0.5], [3.0])
 ring = supercell_setup(chain, N)
-E_ring = supercell_scf(ring, N // 2)[0] / N
+E_ring, _, _, P_ring = supercell_scf(ring, N // 2, average=1)
+E_ring /= N
 E_chain = mesh_scf(mesh_setup(chain, N), N // 2)[0]
+assert abs(E_ring - E_chain) < 1e-7
+# the invariant solution must also satisfy the equations without averaging
+plain = supercell_step(ring, N // 2, P_ring)[0]
+plain_err = max(np.abs(n - p).max() for n, p in zip(plain, P_ring))
+assert plain_err < 1e-8
+
+# growth of a small alternating disturbance in one ordinary damped step
+stagger = np.array([1.0, -1.0] * (N // 2))
+size = 1e-6
+growth = []
+for spin_sign in (1.0, -1.0):          # charge disturbance, spin disturbance
+    start = [P_ring[0] + size * np.diag(stagger),
+             P_ring[1] + spin_sign * size * np.diag(stagger)]
+    new = supercell_step(ring, N // 2, start)[0]
+    change = 0.5 * (new[0] + start[0]) - P_ring[0]
+    growth.append(stagger @ np.diag(change) / (N * size))
+assert growth[0] < -1 and growth[1] > 1
+
 up = np.diag([1.0, 0.0] * (N // 2))
 E_sdw, F_sdw, _, P_sdw = supercell_scf(ring, N // 2, up, np.eye(N) - up)
@@ -255,5 +289,4 @@
 sdw_out = fourier_blocks(F_sdw[0], N)[1]
 two_cell = np.abs(np.roll(P_sdw[0], (2, 2), (0, 1)) - P_sdw[0]).max()
-assert abs(E_ring - E_chain) < 1e-7
 assert E_sdw < E_ring - 1e-3 and sdw_out > 1e-3 and two_cell < 1e-7
 
@@ -293,6 +326,8 @@
 print(f"Antiperiodic supercell energy / N: {E_anti:.8f} Ry")
 print(f"Half-filled chain: exponent {chain[2][0]} bohr^-2, depth {chain[3][0]} Ry")
-print(f"  restricted supercell energy / N: {E_ring:.8f} Ry")
+print(f"  invariant supercell energy / N: {E_ring:.8f} Ry")
 print(f"  restricted mesh energy per cell: {E_chain:.8f} Ry")
+print(f"  density change in a step without averaging: {plain_err:.1e}")
+print(f"  damped-step growth factors: charge {growth[0]:.3f}, spin {growth[1]:.3f}")
 print(f"  spin-density-wave energy / N: {E_sdw:.8f} Ry")
 print(f"  energy lowering per cell: {E_ring - E_sdw:.6f} Ry")
```

After the repair:

```
Lattice constant 4.0 bohr, cells N = 6, electrons per cell 2
Gaussian centres [0.0, 1.6] bohr, exponents [0.9, 0.5] bohr^-2
Well depths [3.0, 2.0] Ry, repulsion height 1.0 Ry
Width of wells and repulsion 1.0 bohr
Real-space overlap blocks s(D), rows separated by |:
  D=0 a:  1.000000  0.429924 |  0.429924  1.000000
  D=1 a:  0.000747  0.000041 |  0.153705  0.018316
  D=2 a:  0.000000  0.000000 |  0.000002  0.000000
  D=3 a:  0.000000  0.000000 |  0.000000  0.000000
  D=4 a:  0.000000  0.000002 |  0.000000  0.000000
  D=5 a:  0.000747  0.153705 |  0.000041  0.018316
Mesh: m, k (1/bohr), S11, S22, Re S12, Im S12, two levels (Ry)
  0 0.000000 1.001493 1.036632  0.583672  0.000000  -2.497590   0.376475
  1 0.261799 1.000747 1.018316  0.506796 -0.133079  -2.414158  -0.000318
  2 0.523599 0.999253 0.981684  0.353050 -0.133076  -2.181910  -0.721568
  3 0.785398 0.998507 0.963369  0.276180 -0.000000  -1.976092  -1.133384
  4 1.047198 0.999253 0.981684  0.353050  0.133076  -2.181910  -0.721568
  5 1.308997 1.000747 1.018316  0.506796  0.133079  -2.414158  -0.000318
Supercell levels (Ry), lower six then upper six:
  -2.497590 -2.414158 -2.414158 -2.181910 -2.181910 -1.976092
  -1.133384 -0.721568 -0.721568 -0.000318 -0.000318 0.376475
Gap between filled and empty mesh levels: 0.842707 Ry
Supercell energy: -31.72060008 Ry
Supercell energy / N: -5.28676668 Ry
Mesh energy per cell: -5.28676668 Ry = -71.930125 eV
Energy disagreement per cell: 6.6e-11 Ry
Largest level disagreement: 1.8e-11 Ry
Overlap: outside blocks 8.8e-16, block error 5.6e-16
SCF Fock: outside blocks 1.6e-15 Ry, block error 1.4e-11 Ry
Arbitrary invariant density: Fock block error 2.2e-15 Ry
Non-invariant density: Fock outside blocks 0.2661 Ry
Zero component removed: Fock block error 1.8e-15 Ry
Zero-component shift formula error: 6.4e-16 Ry
One k point (Gamma) energy per cell: -5.75456919 Ry
Half-shifted mesh energy per cell: -5.28816852 Ry
Antiperiodic supercell energy / N: -5.28816852 Ry
Half-filled chain: exponent 0.5 bohr^-2, depth 3.0 Ry
  invariant supercell energy / N: -1.85595926 Ry
  restricted mesh energy per cell: -1.85595926 Ry
  density change in a step without averaging: 5.7e-11
  damped-step growth factors: charge -1.863, spin 3.046
  spin-density-wave energy / N: -1.96660073 Ry
  energy lowering per cell: 0.110641 Ry
  site spin populations (up minus down): 0.9765 -0.9765 0.9765 -0.9765 0.9765 -0.9765
  spin-up Fock outside k blocks: 0.3450 Ry
3D skew lattice, 2x3x2 cells: overlap spectrum error 8.9e-16
  smallest and largest overlap eigenvalue: 0.631109 1.402001
PASS
```
